\section*{Why an iron complex's spin gap is nearly linear in exact exchange}

\section{A straight line where none was imposed}

For the model complex $[\mathrm{Fe}(\eta^2\text{-}\mathrm{H_2})_6]^{2+}$, raising the exact-exchange fraction $a$ of a B3LYP-type functional from 0 to 0.30 moves the gap $\Delta E=E_{\rm HS}-E_{\rm LS}$ from $+41.2$ to $-154.3$ kJ/mol. Over this change of $195.5$ kJ/mol the computed gaps leave the straight line through the end points by at most $3.5$ kJ/mol, although the orbitals are reoptimised at every $a$ through nonlinear equations. Both the straightness and the sign need a reason.

The model has six side-on $\mathrm{H_2}$ ligands in $T_h$ symmetry. The distance from Fe to the $\mathrm{H_2}$ midpoint is set to 1.60~\AA{} for the low-spin (LS) singlet $t^6$ and 1.90~\AA{} for the high-spin (HS) quintet $t^4e^2$, with H--H at 0.80~\AA; these are round values, not minima. Here $t=(xy,xz,yz)$ and $e=(z^2,x^2-y^2)$. The basis is def2-SVP without the Fe $f$ and H $p$ functions. It is not converged: restoring these functions raises the gap at $a=0.15$ by about 45 kJ/mol and steepens its slope by about 17 kJ/mol per unit $a$ (3\,\%), so the digits below describe this basis only. Each state is one real determinant $\Phi$, spin-restricted for LS and unrestricted for HS (the single $\beta$ d electron in $xy$), with fixed electron numbers in each $D_{2h}$ symmetry block. The functional is
\begin{equation}
E_{xc}=E_x^{\rm LSDA}+a\,G+0.72\,\Delta E_x^{\rm B88}+0.19\,E_c^{\rm VWN}+0.81\,E_c^{\rm LYP},
\qquad G=E_x^{\rm HF}-E_x^{\rm LSDA},
\end{equation}
with the RPA fit of VWN (the VWN5 fit would lower the gap at $a=0.15$ by about 3 kJ/mol). B3LYP is $a=0.20$ and Reiher's B3LYP* is $a=0.15$. The B88 weight stays fixed, so exact exchange replaces local exchange, and $a=0$ is not BLYP. With $\gamma_\sigma$ the density matrix of spin $\sigma$, $\rho_\sigma$ its density and $K_\sigma$ its exchange operator,
\begin{equation}
E_x^{\rm HF}=-\tfrac12\sum_\sigma {\rm tr}\,\gamma_\sigma K_\sigma,\qquad
E_x^{\rm LSDA}=-c\sum_\sigma\!\int\!\rho_\sigma^{4/3}\,d^3r,\qquad
c=\tfrac34\Big(\tfrac{3}{\pi}\Big)^{1/3}2^{1/3}.
\end{equation}
The numbers come from the numerical check, except the approximate sensitivities marked ``about'' (basis, VWN fit, choice of $\beta$ orbital, splitting of the local exchange, unrelaxed fragments), which it does not print.

\section{The slope is an expectation value}

Let $\kappa$ collect the symmetry-allowed rotations $\phi_i\to\phi_i+\sum_b\kappa_{bi}\phi_b+O(\kappa^2)$ of occupied orbitals $i$ into virtual orbitals $b$ of the same spin. Since $a$ occurs once in the functional,
\begin{equation}
E(\kappa,a)=E_0(\kappa)+a\,G(\kappa).
\end{equation}
With frozen orbitals each energy, and hence the gap, is exactly linear in $a$. The self-consistent orbitals $\kappa(a)$ obey $\partial E/\partial\kappa=0$, so along a smooth branch the chain rule gives
\begin{equation}
\frac{dE}{da}=G+\frac{\partial E}{\partial\kappa}\cdot\frac{d\kappa}{da}=G\big(\kappa(a)\big),
\qquad \frac{d\Delta E}{da}=G_{\rm HS}-G_{\rm LS}.
\end{equation}
Only stationarity is used. The program tests this against a five-point difference of the self-consistent energies at $a=0.15$: $-3.814105$ against $G=-3.814106\,E_h$ for HS, and $-3.565192\,E_h$ by both routes for LS. The slope of the gap is
\begin{equation}
-3.814106+3.565192=-0.2489\,E_h=-653.5\ \text{kJ/mol per unit } a .
\end{equation}

\section{The curvature is orbital relaxation}

If the branch is a minimum within the allowed rotations, the orbitals of $a_0$ are trial orbitals at $a$, and
\begin{equation}
E(a)\le E_0(\kappa(a_0))+aG(\kappa(a_0))=E(a_0)+(a-a_0)\,G(\kappa(a_0)).
\end{equation}
Each state lies below its tangent; the program asserts this at all seven values of $a$ with $a_0=0.15$. For the size of the bending, define $g=\partial G/\partial\kappa$ and the Hessian $H=\partial^2E/\partial\kappa^2$. Differentiating $\partial E_0/\partial\kappa+a\,g=0$ with respect to $a$ gives $H\,d\kappa/da+g=0$, and differentiating $dE/da=G$ gives
\begin{equation}
E''=g\cdot\frac{d\kappa}{da}=-g^{T}H^{-1}g\le0 ,
\label{curv}
\end{equation}
the sign holding for positive definite $H$.

To find $g$, note that $\delta\gamma=\sum\kappa_{bi}\,(|b\rangle\langle i|+|i\rangle\langle b|)$. The exact exchange is a symmetric quadratic form in $\gamma$, so the factor $\tfrac12$ cancels and $\delta E_x^{\rm HF}=-{\rm tr}\,K\delta\gamma$. The local term gives $\int v_x\,\delta\rho$ with $v_x=-\tfrac43c\rho_\sigma^{1/3}$. With $W=-K-v_x$, real and symmetric,
\begin{equation}
\delta G={\rm tr}\,W\delta\gamma=2\sum W_{bi}\kappa_{bi},\qquad g_{bi}=2W_{bi}.
\end{equation}
If the response of the potential is ignored, the rotated orbital $\cos\kappa\,\phi_i+\sin\kappa\,\phi_b$ has energy $\varepsilon_i+\kappa^2(\varepsilon_b-\varepsilon_i)+O(\kappa^4)$, so $H\approx2(\varepsilon_b-\varepsilon_i)$ and
\begin{equation}
E''\approx-\sum\frac{(2W_{bi})^2}{2(\varepsilon_b-\varepsilon_i)}=-2\sum\frac{W_{bi}^2}{\varepsilon_b-\varepsilon_i},
\end{equation}
summed over both spins. The slope is the full value of $G$; the curvature needs occupied--virtual elements of $W$, squared and divided by orbital gaps, the smallest symmetry-allowed ones at $a=0.15$ being $0.30\,E_h$ (HS) and $0.39\,E_h$ (LS). No general bound on $W_{bi}$ follows from this, so the size of $E''$ is a computed property. Equation~(\ref{curv}), solved iteratively, gives $-518.2$ (HS) and $-835.9$ kJ/mol (LS), equal at this precision to the second differences of the energies (asserted to 1\,\%). The uncoupled estimates, $-504.6$ and $-754.5$ kJ/mol, fall short of these by 3\,\% and 10\,\%. The gap curvature is a difference of two negative numbers and has no fixed sign; here $\Delta E''=-518.2+835.9=+317.7$ kJ/mol.

Expand about the midpoint of a range of width $A$: $E=E_m+Gx+\tfrac12E''x^2+\dots$. Averaging over $x=\pm A/2$ removes the odd terms, so the chord passes through $E_m+E''A^2/8+O(A^4)$ and
\begin{equation}
E_m-E_{\rm chord}=-E''A^2/8+O(A^4).
\end{equation}
For $A=0.30$, $A^2/8=0.01125$. This predicts $5.83$ (HS) and $9.40$ kJ/mol (LS); the computed deviations are $5.84$ and $9.37$ (asserted to 10\,\%). Their difference, $-3.53$ kJ/mol, is the largest deviation of the gap. Dividing $|\Delta E''|A^2/8$ by the total change, about $|d\Delta E/da|\,A$, gives
\begin{equation}
\frac{|\Delta E''|\,A}{8\,|d\Delta E/da|}=\frac{317.7\times0.30}{8\times653.5}=1.8\,\%.
\end{equation}
Three things make this small: $|\Delta E''|$ is only half the slope, the range is short, and a chord hides curvature by the factor $1/8$. The slope itself drifts from $-694.7$ to $-601.7$ kJ/mol, by 14\,\% of its midpoint value.

For adiabatic gaps the nuclear coordinates, stationary at a minimum, join $\kappa$ as variational parameters, and the same steps give the same two formulas with enlarged $g$ and $H$; that case is not computed here. The argument fails where the solution jumps to another branch, which can make the slope discontinuous, and near an instability, where an eigenvalue of $H$ vanishes and (\ref{curv}) diverges if $g$ has a component along that mode. Spin-symmetry breaking of the singlet is not of this kind: interchanging the spins leaves $G$ unchanged and reverses that mode, so $g$ has no component along it; the restricted branch stays smooth but ceases to be the lowest solution. The program asserts positive curvature only along its search directions inside the symmetry-constrained space. Outside it the HS energy is almost flat toward other $\beta$ $t$ orbitals, and the $xy$ determinant is not shown to be a minimum; placing the $\beta$ electron in $(xy+xz+yz)/\sqrt3$ changes the energy by under $0.1$ and $G$ by about 1 kJ/mol.

\section{Parallel spins alone give almost no slope}

For d orbitals with a common radial function, exact exchange lowers the quintet, with its larger number of parallel pairs, relative to the singlet. The amount can be derived for a free ion with one d radial function and a common spherical core, whose exchange with six d electrons is the same in both states. Write the angular factors as real harmonics $u$ with sphere average $\langle u^2\rangle=1$: $u_{xy}=\sqrt{15}\,xy$, $u_{z^2}=\tfrac{\sqrt5}{2}(3z^2-1)$, for a unit vector $(x,y,z)$. The expansion $r_{12}^{-1}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac{1}{2k+1}\sum_qu_{kq}u'_{kq}$ gives
\begin{equation}
K_{ij}=\sum_{k=0,2,4}\frac{F^k}{2k+1}\,s_k,\quad s_k=\sum_q\langle u_iu_ju_{kq}\rangle^2,\quad \sum_ks_k=\langle u_i^2u_j^2\rangle ,
\end{equation}
where $F^k$ are the Slater integrals, $s_0=\delta_{ij}$, and the last equality is completeness, since a product of two d functions contains only $k=0,2,4$. Factorising a Gaussian integral once in Cartesian and once in polar form yields $\langle x^{2l}y^{2m}z^{2n}\rangle=(2l-1)!!\,(2m-1)!!\,(2n-1)!!/(2l+2m+2n+1)!!$. Two triple products are needed:
\begin{align}
\langle u_{xy}u_{xz}u_{yz}\rangle&=\frac{15\sqrt{15}}{105}=\frac{\sqrt{15}}{7},\\
\langle u_{xy}^2u_{z^2}\rangle&=15\,\frac{\sqrt5}{2}\Big(\frac{3}{105}-\frac1{15}\Big)=-\frac{2\sqrt5}{7}.
\end{align}
Other triples containing $u_{xy}$ vanish by reflection or by $x\leftrightarrow y$.

For the pair $(xy,xz)$, $s_2=15/49$ and $\langle u_i^2u_j^2\rangle=225\cdot3/945=35/49$, so $s_4=20/49$ and $K_{tt}=\tfrac{3}{49}F^2+\tfrac{20}{441}F^4$. For the self term of $xy$, $s_2=20/49$ and $\langle u^4\rangle=225\cdot9/945=105/49$, so $s_4=(105-49-20)/49=36/49$ and $J_t=F^0+\tfrac4{49}F^2+\tfrac{36}{441}F^4$. Cubic symmetry carries both to all $t$ orbitals. For the filled $\alpha$ shell, sum over all $i,j$. The addition theorem $\sum_iu_i^2=5$ gives $\sum_{ij}\sum_ks_k=25$, and $\sum s_0=5$. By rotational invariance $\sum_{ij}\langle u_iu_ju_q\rangle^2$ is the same for each of the five $q$; for $q=xy$ it is $2\cdot\tfrac{15}{49}+2\cdot\tfrac{20}{49}=\tfrac{10}7$. Hence $\sum s_2=50/7$, $\sum s_4=25-5-50/7=90/7$, and the shell sum is $5F^0+\tfrac{10}7F^2+\tfrac{10}7F^4$. With $E_x^{\rm HF}=-\tfrac12S$, where $S=\sum_\sigma\sum_{ij}K_{ij}$ includes self terms,
\begin{align}
S_{\rm HS}&=5F^0+\tfrac{70}{49}F^2+\tfrac{630}{441}F^4+J_t=6F^0+\tfrac{74}{49}F^2+\tfrac{666}{441}F^4,\\
S_{\rm LS}&=2\,(3J_t+6K_{tt})=6F^0+\tfrac{60}{49}F^2+\tfrac{456}{441}F^4,\\
\Delta E_x^{\rm HF}&=-\tfrac12\big(\tfrac{14}{49}F^2+\tfrac{210}{441}F^4\big)=-\tfrac{7}{49}F^2-\tfrac{105}{441}F^4=-(7B+4C),
\end{align}
where $B=F^2/49-5F^4/441$ and $C=35F^4/441$, so that the $F^4$ coefficient is $(-35+140)/441$. For $\mathrm{Fe^{2+}}$ in this basis $B=1174$ and $C=4329\ \mathrm{cm^{-1}}$, so $7B+4C=8218+17316=25534\ \mathrm{cm^{-1}}$, or $305.4$ kJ/mol, tested against explicit two-electron integrals.

The slope, however, is $\Delta E_x^{\rm HF}-\Delta E_x^{\rm LSDA}$, and local exchange also rewards polarisation: $\rho^{4/3}$ is convex, so at fixed total density unequal spin densities lower $-c\sum\rho_\sigma^{4/3}$. For the same frozen determinants $\Delta E_x^{\rm LSDA}=-308.6$ kJ/mol (its sign is asserted), leaving $\Delta G=+3.2$ kJ/mol. The two determinants do not share a total density: polarisation at the fixed HS density gives about $-464$ kJ/mol, and the change of shape from $t^6$ to $t^4e^2$ gives back about $+156$. With relaxed orbitals in the same two configurations, $\Delta G=-422.0+411.7=-10.3$ kJ/mol. That the cancellation is this close is a computed fact for this ion in this basis, not a theorem. The bare ion supplies under 2\,\% of the slope of the complex.

\section{The slope comes from the ligand environment}

In the complex $\Delta E_x^{\rm HF}=-530.3$ and $\Delta E_x^{\rm LSDA}=+123.2$ kJ/mol. Relative to the ion the exact term has moved by $-108.3$ and the local term by $+534.9$ kJ/mol. Local exchange, which favours HS in the ion, favours LS in the complex; this reversal accounts for most of the change in slope from ion to complex, although in the complex itself the exact term is the larger of the two contributions.

A simple model points to one contribution. Let an occupied ligand orbital $L$ acquire weight $\lambda$ on an orthogonal, empty $3d(e)$ orbital $d$: $\phi=\sqrt{1-\lambda}\,L+\sqrt\lambda\,d$. Neglect the overlap density $Ld$, so $\phi^2\approx(1-\lambda)L^2+\lambda d^2$, and also the cross exchange integrals $(Lj|jd)$ with the other occupied orbitals $j$. The dropped terms start at order $\sqrt\lambda$, as $2W_{dL}\sqrt\lambda$, a lower order than the terms kept. In this complex they are not small: they lower $G$ and cancel most of the rise derived below, so the model names one contribution to $\delta G$ and fixes neither the size nor the sign of the total. Let $J_{pq}$ be the Coulomb integral of $p^2$ with $q^2$, and $K_L$, $K_d$ the summed exchange integrals with the other occupied orbitals of that spin. The $\phi$-dependent exact exchange is $-\tfrac12[(1-\lambda)^2J_{LL}+2\lambda(1-\lambda)J_{Ld}+\lambda^2J_{dd}]-(1-\lambda)K_L-\lambda K_d$. Subtracting its value at $\lambda=0$ and collecting powers,
\begin{align}
\delta E_x^{\rm HF}&=\lambda\,(J_{LL}-J_{Ld}+K_L-K_d)-\tfrac12\lambda^2(J_{LL}+J_{dd}-2J_{Ld}),\\
\delta E_x^{\rm LSDA}&=\lambda\int v_x\,(d^2-L^2)\,d^3r+O(\lambda^2).
\end{align}
The d self-exchange $J_{dd}$ enters the exact term only at order $\lambda^2$, while the local term grants the transferred charge the potential $-\tfrac43c\rho_\sigma^{1/3}$ of the dense iron region at order $\lambda$. This tends to raise $G$, but $K_d$ also enters at order $\lambda$ and the dropped cross terms act in the opposite direction, so the sign of the full $\delta G$ has to be computed. The counting of orbitals is exact: if the partner $\chi=\sqrt{1-\lambda}\,d-\sqrt\lambda\,L$ is also filled, the cross terms cancel, $|\phi\rangle\langle\phi|+|\chi\rangle\langle\chi|=|L\rangle\langle L|+|d\rangle\langle d|$, and $\lambda$ drops out. That is the case for the $\alpha$ $e$ orbitals of HS, so HS has two donating spin orbitals ($\beta$) and LS has four.

The program projects free-ion $3d(e)$ functions out of the occupied orbitals of those spins, reorthonormalises, and re-evaluates $G$. The removed populations are 0.39 (HS) and 1.60 (LS); they include plain overlap of ligand and metal functions, and at about 0.2 and 0.4 per orbital the small-$\lambda$ expansion is only qualitative. Restoring them changes exact and local exchange by $-31.3$ and $-109.0$ kJ/mol in HS, and by $-523.8$ and $-758.0$ in LS. Thus $G$ rises by $77.7$ and $234.1$ kJ/mol; both the positive sign and the order are asserted. The slope divides as
\begin{equation}
-653.5=\underbrace{-10.3}_{\rm ion}+\underbrace{(77.7-234.1)}_{e\text{ donation}}-\underbrace{486.8}_{\rm rest}\quad\text{kJ/mol}.
\end{equation}
The term defined by this projection has the right sign and is 24\,\% of the slope; 74\,\% remains. This split is not a clean measure of donation. For unrelaxed, antisymmetrised ion and $\mathrm{H_2}$ orbitals, where only overlap is present, the removed populations are about 0.05 (HS) and 0.24 (LS), yet restoring them lowers $G$ by about 48 and 226 kJ/mol, a term of about $+180$ kJ/mol in the slope. The $-156.4$ is thus a net of donation and an opposing overlap effect, and counted from that baseline donation would be roughly half of the slope. The remainder arises from the ligands and from the different bond lengths assigned to the two states, which change the ligand--ligand overlap as well as the metal--ligand bonding; the calculation does not resolve it. As a conjecture, it contains back-donation from $t$ (populations 5.76 of 6 in LS, 3.95 of 4 in HS), donation into $4s$ and $4p$, and the local exchange gained, in excess of the exact exchange also gained, where fragment densities overlap at the shorter bond, since $(\rho_1+\rho_2)^{4/3}\ge\rho_1^{4/3}+\rho_2^{4/3}$.

\section{What this says about 15 percent}

From B3LYP alone, the tangent at $a=0.20$ predicts for $a=0.15$
\begin{equation}
-92.36+0.05\times637.1=-60.5\ \text{kJ/mol},
\end{equation}
against the self-consistent $-60.1$. The error of $0.4$ kJ/mol is 1.3\,\% of the shift and agrees with $\tfrac12\Delta E''(0.05)^2=0.40$ kJ/mol. Passing from B3LYP to B3LYP* moves the gap toward low spin by $32.3$ kJ/mol ($2700\ \mathrm{cm^{-1}}$).

A nearly constant, nonzero slope makes a fit to a reference gap unique and solvable in one step,
\begin{equation}
a^*=a_0+\frac{\Delta E_{\rm ref}-\Delta E(a_0)}{d\Delta E/da},
\end{equation}
to first order in $a^*-a_0$, and an uncertainty of 10 kJ/mol in the reference shifts $a^*$ by 0.015 in this model. If B3LYP places the quintet too low, the numerator is positive, the slope negative, and $a^*<0.20$. That is the motive for B3LYP*. The value 0.15 is empirical, adjusted to the observed spin states of iron(II) complexes, and nothing above derives it. Since the slope depends on the bonding (compare $-10$ for the ion with $-654$ kJ/mol for the complex), one $a$ serves several complexes only if their separate $a^*$ happen to agree. In this model B3LYP* still favours the quintet; the gap vanishes near $a=0.06$ (the tangent gives $0.15-60.09/653.5=0.058$). That crossing depends on the chosen bond lengths and on the basis (with the full def2-SVP set it moves to about $a=0.13$), omits vibrational and entropic terms, and has no reference value to be judged against.

\section*{Numbers as computed}
\begin{verbatim}
[Fe(H2)6]2+: R_LS 1.60 A, R_HS 1.90 A, r_HH 0.80 A
basis functions 48; octant grid points 4630
HS vs HYB_GGA_XC_B3LYPS: energy difference 6.8e-13 Eh
LS vs HYB_GGA_XC_B3LYP: energy difference 1.6e-12 Eh
a, E_HS (Eh), E_LS (Eh), gap (kJ/mol), G_HS-G_LS (kJ/mol)
0.00 -1269.069955 -1269.085649    41.20   -694.7
0.05 -1269.259313 -1269.261889     6.76   -682.6
0.10 -1269.449236 -1269.438942   -27.03   -668.8
0.15 -1269.639688 -1269.616802   -60.09   -653.5
0.20 -1269.830635 -1269.795457   -92.36   -637.1
0.25 -1270.022040 -1269.974894  -123.78   -619.7
0.30 -1270.213872 -1270.155095  -154.32   -601.7
HS a=0.15: ExHF -57.84109, ExLSDA -54.02698 Eh
HS dE/da: difference -3.814105, G -3.814106 Eh
HS E'': difference -518.2, response -518.2, uncoupled -504.6 kJ/mol
HS smallest allowed orbital gap 0.2995 Eh
HS chord deviation 5.842, formula 5.829 kJ/mol
LS a=0.15: ExHF -57.63910, ExLSDA -54.07391 Eh
LS dE/da: difference -3.565192, G -3.565192 Eh
LS E'': difference -835.9, response -835.9, uncoupled -754.5 kJ/mol
LS smallest allowed orbital gap 0.3905 Eh
LS chord deviation 9.374, formula 9.404 kJ/mol
gap slope at 0.15: -653.5 kJ/mol per unit a = -0.2489 Eh
  dExHF -530.3, dExLSDA 123.2 kJ/mol
gap curvature 317.7 kJ/mol
gap change over 0-0.30 -195.52 kJ/mol
largest chord deviation -3.532 kJ/mol, 1.81 % of change
ion F2 87822, F4 54546, B 1174, C 4329 cm^-1
ion frozen dExHF -305.44, -(7B+4C) -305.44 kJ/mol
ion frozen dExLSDA -308.63, dG 3.18 kJ/mol
ion relaxed dExHF -422.0, dExLSDA -411.7 kJ/mol
ion relaxed slope -10.3, ion gap -378.3 kJ/mol
HS electrons in empty 3d(e) 0.392; in 3d(t) 3.951
HS donation: dExHF -31.3, dExLSDA -109.0, dG 77.7 kJ/mol
LS electrons in empty 3d(e) 1.596; in 3d(t) 5.759
LS donation: dExHF -523.8, dExLSDA -758.0, dG 234.1 kJ/mol
slope = ion -10.3 + e-donation -156.4 + rest -486.8 kJ/mol
gap B3LYP -92.36, B3LYP* -60.09, tangent estimate -60.51 kJ/mol
shift B3LYP to B3LYP* 32.27 kJ/mol = 2698 cm^-1
change of a per 10 kJ/mol of gap 0.0153
linearly extrapolated a with zero gap 0.058
\end{verbatim}
